# Diagrammatic Monte Carlo for the Froehlich polaron: energy and quasiparticle weight

An electron at rest in the Froehlich model at coupling $\alpha=1$ has energy $E=-1.018\pm0.001$ and quasiparticle weight $Z=0.590\pm0.006$, with $E$ in units of the phonon energy. The energy agrees with the accepted value for this model, about $-1.017$, to about one standard error. Both numbers follow from

$$G(\tau)=\langle 0|e^{-H\tau}|0\rangle\;\longrightarrow\;Z\,e^{-E\tau}\qquad(\tau\to\infty),$$

where $|0\rangle$ is the electron at zero momentum without phonons. The sampler adds and removes phonon lines and stretches whole diagrams in time. Each of its parts answers a definite difficulty of the direct approach.

## The sum to be sampled

The model has a parabolic band of mass $m$, one phonon branch of fixed frequency $\omega$, no momentum cutoff and zero temperature. In atomic units

$$H=\frac{p^2}{2m}+\omega\sum_q b_q^\dagger b_q+\sum_q\left(V_q b_q e^{i\mathbf q\cdot\mathbf r}+\text{h.c.}\right),\qquad |V_q|^2=\frac{2\pi\omega}{\Omega q^2}\,\kappa,$$

with $\kappa=1/\varepsilon_\infty-1/\varepsilon_0$ and volume $\Omega$. Measure energy in $\omega$ and length in $1/\sqrt{m\omega}$. Then $q^2$ brings a factor $m\omega$ and $\Omega$ a factor $(m\omega)^{-3/2}$, so $|V_q|^2/\omega^2$ becomes $2\pi\kappa\sqrt{m/\omega}/(\Omega q^2)$. With $\alpha=\kappa\sqrt{m/2\omega}$ this is

$$|V_q|^2=\frac{2\sqrt2\,\pi\alpha}{\Omega q^2}.$$

These scaled units are used until the example in eV.

Expand $e^{-H\tau}$ in the coupling. The phonon vacuum at both ends pairs each emission at time $a$ with an absorption at $b>a$. The number of vertices is even, so their minus signs cancel and every diagram is positive: there is no sign problem. With $\sum_q\to\Omega\int d^3q/(2\pi)^3$ and $d^3q=q^2\,dq\,d\hat q$, the $1/q^2$ cancels, and a diagram with $N$ lines has the weight

$$\prod_{i=1}^N\left[\frac{\sqrt2\,\alpha}{4\pi^2}\,e^{-(b_i-a_i)}\,da_i\,db_i\,dq_i\,d\hat q_i\right]\exp\left(-\frac12\int_0^\tau p^2(t)\,dt\right).$$

Here $\mathbf p(t)=-\sum_i\mathbf q_i$ over the lines open at $t$, because the total momentum is zero. Diagrams are unordered sets of lines.

## First fault: momenta drawn without regard to duration

A direct scheme draws the line's times uniformly and its momentum from a fixed Gaussian of width $s$. For a line of duration $\ell=b-a$, the ratio of weight to proposal then contains $\exp[-q^2\ell/2+q^2/(2s^2)]$. When $\ell<1/s^2$ it grows without bound in $q$: the large momenta that short lines need are proposed too rarely, and once accepted they are hard to remove.

The cure is to draw from the law of an isolated line. Its momentum integral is

$$\frac{\sqrt2\,\alpha}{4\pi^2}\,4\pi\int_0^\infty dq\,e^{-q^2\ell/2}=\frac{\sqrt2\,\alpha}{\pi}\sqrt{\frac{\pi}{2\ell}}=\frac{\alpha}{\sqrt{\pi\ell}}.$$

The duration therefore has the density $e^{-\ell}/\sqrt{\pi\ell}$, normalized because $\int_0^\infty \ell^{-1/2}e^{-\ell}d\ell=\sqrt\pi$. It is the density of $\ell=z^2/2$ with $z$ a standard normal number: both signs of $z$ contribute and $|dz/d\ell|=1/\sqrt{2\ell}$, which gives $2e^{-\ell}/(\sqrt{2\pi}\sqrt{2\ell})$. Given $\ell$, take $q$ as the modulus of a normal number of width $1/\sqrt\ell$, with density $\sqrt{2\ell/\pi}\,e^{-q^2\ell/2}$, and an isotropic direction. Take $a$ uniform on $(0,\tau)$ and reject the line if $b>\tau$. The isolated weight divided by the proposal density is

$$\frac{\sqrt2\,\alpha}{4\pi^2}\;\tau\;\sqrt{\pi\ell}\;\sqrt{\frac{\pi}{2\ell}}\;4\pi=\alpha\tau .$$

All dependence on $\ell$ and $q$ has dropped out.

## Second fault: rebuilding the electron propagators

With a time-ordered list of vertices, a new line changes the momentum in every segment it spans, and the list must be cut and joined at each update. The order is not needed. Let $O_{ij}$ be the length of time during which lines $i$ and $j$ are both open, with $O_{ii}=\ell_i$. Squaring the sum for $\mathbf p(t)$ and integrating gives

$$\frac12\int_0^\tau p^2\,dt=\frac12\sum_{ij}\mathbf q_i\cdot\mathbf q_j\,O_{ij}.$$

A new line $(a,b,\mathbf q)$ replaces $\mathbf p$ by $\mathbf p-\mathbf q$ between $a$ and $b$. The action changes by

$$\frac12 q^2\ell-\mathbf q\cdot\int_a^b\mathbf p\,dt=\frac12q^2\ell+\mathbf q\cdot\mathbf M,\qquad \mathbf M=\sum_j\mathbf q_jO_j,$$

where $O_j$ is the overlap of old line $j$ with $(a,b)$. The first term is already in the isolated law, so $e^{-\mathbf q\cdot\mathbf M}$ carries the whole interaction between lines. The gain is simpler bookkeeping, not less arithmetic: $\mathbf M$ is a sum over all $N$ lines, whereas at $\alpha=1$ a new line of mean duration $1/2$ meets about one old vertex and so spans only about two segments.

Insertion and removal are tried with equal probability. The reverse of an insertion selects the new line among $N+1$, with probability $1/(N+1)$. Detailed balance then gives

$$R_{N\to N+1}=\frac{\alpha\tau}{N+1}\,e^{-\mathbf q\cdot\mathbf M},\qquad R_{N\to N-1}=\frac{N}{\alpha\tau}\,e^{+\mathbf q\cdot\mathbf M},$$

with the removed line left out of $\mathbf M$ in the second ratio. A move is accepted with probability $\min(1,R)$; otherwise the old diagram stays and is counted again. Any diagram can be emptied and any other built, so the moves reach the whole space at fixed $\tau$.

If $\mathbf M$ is neglected, and also the end effect that rejects lines with $b>\tau$, then $N$ is a Poisson number of mean $\alpha\tau$ and $R$ is close to one at large $\alpha\tau$. In the full run at $\alpha=1$, a fraction 0.735 of the line updates was accepted.

## Third fault: moving the end point alone

To obtain the decay of $G$, $\tau$ must vary. The simplest move shifts $\tau$ while all vertices stay fixed, so it changes just the free segment after the last absorption. For independent lines, absorptions occur at a rate $\alpha$ far from the start, and this segment has a mean length near $1/\alpha$. Crossing a range $T$ by steps of this size takes of order $(\alpha T)^2$ moves, with the last lines renewed in between.

Stretching the entire diagram moves all vertices at once. Write each time as $\tau$ times a scaled time and each momentum as $\tau^{-1/2}$ times a scaled momentum. Then:

- the $2N$ vertex times contribute $\tau^{2N}$;
- the $N$ factors $dq_i$ contribute $\tau^{-N/2}$;
- the electron action, built from $q^2t$, is unchanged;
- the phonon factor is $e^{-S}$ with $S=\sum_i\ell_i=\sigma\tau$, where $\sigma$ is fixed by the scaled diagram.

At a fixed scaled diagram, and with an extra factor $e^{\mu\tau}$ explained below, $\tau$ has the density

$$f(\tau)\propto\tau^{3N/2}\,e^{-(\sigma-\mu)\tau}.$$

This is a gamma law of shape $3N/2+1$ and rate $\sigma-\mu$, which can be drawn directly. A draw beyond the longest allowed time is refused and the old $\tau$ kept. This is a valid Metropolis step, since inside the range proposal and target are proportional. The relative width of the law is $1/\sqrt{3N/2+1}$, which is $1/4$ at $N=10$, so one draw can shift $\tau$ by a quarter of its value. Repeated draws at the same $N$ do not add up to a longer walk, because the law ties $\tau$ to $N$. Since $N$ changes by at most one per line update, crossing a long range still takes a number of line updates that grows as $(\alpha T)^2$.

The argument needs zero total momentum. At total momentum $\mathbf k$ the action gains $k^2\tau/2-\mathbf k\cdot\sum_i\mathbf q_i\ell_i$, whose parts scale as $\tau$ and $\sqrt\tau$. The density of $\tau$ is then no longer a gamma law and needs an acceptance step.

The same scaling yields a second estimator. Each scaled diagram contributes $\tau^{3N/2}e^{-\sigma\tau}$ to $G$. Differentiating the logarithm of the sum gives

$$-\frac{d\ln G}{d\tau}=\frac{1}{\tau}\left\langle S-\frac{3N}{2}\right\rangle_\tau .$$

For independent lines at long times, $\langle N\rangle=\alpha\tau$ and the mean duration is $\langle z^2\rangle/2=1/2$. The right side is then $\alpha/2-3\alpha/2=-\alpha$, the energy of second-order perturbation theory in $V_q$.

## Fourth fault: samples crowd at long times, and the scale is lost

Since $E<0$, $G$ grows with $\tau$. From $\tau=5.25$ to $14.25$ the sampled $\ln G$ rises from 4.814 to 13.983, a factor of about 9600 in $G$. A sampler with weight $G$ would spend nearly all its effort at the long end. The factor $e^{\mu\tau}$ removes this. The choice $\mu=-\alpha$ uses the perturbative energy and not the answer; with it, the logarithm of the weight changes by just $9.168-9=0.168$ over the same interval. It also keeps $\sigma-\mu\ge\alpha>0$, so the gamma law exists even at $N=0$.

A histogram of $\tau$ gives $G$ up to a constant, which suffices for $E$ but not for $Z$. The diagram without lines supplies the constant. Its Green function is 1, so its total weight is

$$W_0=\int_0^{\tau_{\max}}e^{\mu\tau}\,d\tau=\frac{1-e^{-\alpha\tau_{\max}}}{\alpha}.$$

If $n_0$ samples have no line and $n_c$ samples fall in a bin of width $\Delta$ centred on $\tau_c$, then

$$G(\tau_c)=e^{-\mu\tau_c}\,\frac{n_c}{\Delta}\,\frac{W_0}{n_0}.$$

## Fifth fault: reading the energy from $-\ln G/\tau$

At long times $-\ln G/\tau=E-(\ln Z)/\tau$, and the second term dies slowly. At $\tau=14.25$ the quotient is $-13.983/14.25=-0.981$, still 0.037 above $E$. The slope is free of this term:

$$\ln\left[G(\tau)e^{\mu\tau}\right]=\ln Z-(E-\mu)\tau .$$

What remains is the contribution of excited states. The continuum begins at $E+1$, the polaron plus one free phonon. I assume that no other discrete state of zero momentum lies below it, so the corrections to the slope fall at least as fast as $e^{-\tau}$.

Their size follows from first order in $\alpha$. One line placed in $(0,\tau)$ has the weight

$$\alpha C(\tau)=\alpha\int_0^\tau(\tau-\ell)\frac{e^{-\ell}}{\sqrt{\pi\ell}}\,d\ell,\qquad C'(\tau)=\int_0^\tau\frac{e^{-\ell}}{\sqrt{\pi\ell}}\,d\ell=\operatorname{erf}\sqrt\tau,$$

where $\ell=x^2$ gives the last form. The local energy $-\alpha\operatorname{erf}\sqrt\tau$ tends to zero at short times, when the lattice has had no time to respond, and to $-\alpha$ at long times. Averaged over $5<\tau<15$, it lies 0.00015 above its limit, well below the statistical error.

The function $C$ also gives a bound. If the phonons are integrated out first, $G$ is the average of $e^{\Phi}$ over free electron paths, where $\Phi$ is the real retarded self-attraction and its average is $\alpha C(\tau)$. Since the exponential is convex, $\ln G(\tau)\ge\alpha C(\tau)$. At long times $C\to\tau-1/2$, hence $E\le-\alpha$.

## The run at $\alpha=1$

With $\tau_{\max}=15$, 2000 independent walkers made 8000 line updates each, of which the first 800 were discarded. A stretch followed every fourth line update. The highest order met was 35, below the storage limit of 64, so no diagram was cut off. Errors come from the scatter between independent groups of walkers, so correlations along each walk need no separate correction.

| $\tau$ | $\ln G$ | error | bound $\alpha C$ |
|---|---|---|---|
| 1.25 | 0.854 | 0.004 | 0.845 |
| 5.25 | 4.814 | 0.009 | 4.751 |
| 14.25 | 13.983 | 0.013 | 13.750 |

The bound holds. At $\tau=1.25$ the curvature of the weight within the bin of width 0.5 raises the listed $\ln G$ by about 0.002, half its error; at the two later times this bias is negligible. Between these two the gap above the bound grows by $0.233-0.063=0.170$ over nine time units. That is about 0.019 per unit time, uncertain by up to about 0.002: the binding beyond $-\alpha$ as read from two points.

For $\tau>5$ the slope gives $E=-1.0182\pm0.0009$ and the local rate $-1.0173\pm0.0009$. Their mean is $-1.0177\pm0.0009$. Averaging has not reduced the error, as it would for independent estimates: both use the same diagrams and their fluctuations are strongly correlated. The same correlation makes the error of their difference smaller than either single error, so the gap of 0.0009 between them amounts to roughly two standard errors of the difference. Starting the window at 7 shifts the mean by $-0.0004\pm0.0003$, so no drift is resolved.

The intercept, taken with the mean energy, gives $\ln Z=-0.528\pm0.010$ and $Z=0.590\pm0.006$. Two errors enter. An error $\delta E$ tilts the line about the middle of the window, near $\tau=10$, and moves the intercept by about $10\,\delta E=0.009$. The height of the line, which depends on $n_0$, is uncertain too: single values of $\ln G$ in the window have errors of about 0.01. The two come from the same samples and cannot be added as if they were independent. The quoted error of $\ln Z$ includes both and their correlation, since the whole estimate is repeated for each group of walkers.

## An independent road

The Laplace transform turns the diagrams into a geometric series,

$$\int_0^\infty e^{-z\tau}G\,d\tau=\frac1z+\frac{\Sigma}{z^2}+\frac{\Sigma^2}{z^3}+\dots=\frac{1}{z-\Sigma(z)},$$

where $\Sigma$ collects the diagrams that cannot be split at a moment without phonons. Denote by $\int_q$ the integral $(\sqrt2\,\alpha/\pi)\int_0^\infty dq$ with an average over directions, and let $D_i=z+1+q_i^2/2$ and $D_{12}=z+2+(\mathbf q_1+\mathbf q_2)^2/2$. One line gives

$$\Sigma_1(z)=\int_q\frac1D=\frac{\alpha}{\sqrt{1+z}},$$

and two lines, nested or crossed, give

$$\Sigma_2(z)=\int_{q_1}\int_{q_2}\frac{1}{D_{12}}\left(\frac{1}{D_1^2}+\frac{1}{D_1D_2}\right).$$

At $z=-\mu=1$ these are the total weights of the sampled orders, apart from a tail beyond $\tau_{\max}$ of order $e^{-15}$ times a power of $\tau_{\max}$. Order one has the weight $\Sigma_1(1)=0.7071$, and the sampler gives $0.710\pm0.003$. Order two has $\Sigma_1^2(1)+\Sigma_2(1)=0.6495$, against $0.653\pm0.003$. The interaction factor $e^{-\mathbf q\cdot\mathbf M}$ first enters at two lines, but the second comparison tests it only weakly: with the factor set to one, the exact weight would be 0.6440 instead of 0.6495, a change of less than two standard errors of the sampled value. The energy is the sharper test, since without this factor it would be exactly $-\alpha$.

The polaron is the pole $z_0=-E=\Sigma(z_0)$. Through $\alpha^2$, insert $z_0=\alpha$ in $\Sigma_1\approx\alpha(1-z_0/2)$ and $z_0=0$ in $\Sigma_2$:

$$E=-\alpha+\frac{\alpha^2}{2}-\Sigma_2(0).$$

Quadrature gives $\Sigma_2(0)=0.51592$ at $\alpha=1$, hence $E=-1.0159$. The origin of the small remainder can be traced. At $z=0$, $D_{12}=D_1+D_2+\mathbf q_1\cdot\mathbf q_2$. Drop the last term and symmetrize the bracket in the two lines:

$$\frac{1}{D_1+D_2}\,\frac{(D_1+D_2)^2}{2D_1^2D_2^2}=\frac12\left(\frac{1}{D_1D_2^2}+\frac{1}{D_1^2D_2}\right).$$

With $\int_q1/D=\alpha$ and $\int_q1/D^2=-\Sigma_1'(0)=\alpha/2$, this integrates to $\alpha^2/2$ and cancels the other quadratic term. The remaining $-0.0159\,\alpha^2$ comes from $\mathbf q_1\cdot\mathbf q_2$, the correlation of the two recoils. It lowers the energy because the directional average of $1/(A+\mathbf q_1\cdot\mathbf q_2)$ exceeds $1/A$.

Near the pole $z-\Sigma(z)\approx[1-\Sigma'(z_0)](z-z_0)$, so $Z=1/[1-\Sigma'(z_0)]$. Through $\alpha^2$,

$$\Sigma'(z_0)=-\frac{\alpha}{2}+\frac{3\alpha^2}{4}+\Sigma_2'(0).$$

With $-\ln(1-x)=x+x^2/2+\dots$, the square adds $\alpha^2/8$:

$$\ln Z=-\frac{\alpha}{2}+\frac{7\alpha^2}{8}+\Sigma_2'(0).$$

At $\alpha=1$ this is $-0.523$, in agreement with the sampled $-0.528\pm0.010$. The sampled energy lies 0.0018 below the series, two standard errors. The omitted terms begin at $\alpha^3$, and this run does not determine them.

## In eV and angstrom

Take a generic polar semiconductor with round parameters: phonon energy 0.05 eV, band mass 0.2 electron masses and $\varepsilon_\infty=5$. The unit of length $1/\sqrt{m\omega}$ is 27.6 angstrom, or 52.2 bohr. Since $\sqrt{m/2\omega}=m/(\sqrt2\sqrt{m\omega})=0.2\times52.2/1.414=7.38$, the choice $\alpha=1$ requires $\kappa=0.1356$. Then $1/\varepsilon_0=0.2-0.1356=0.0644$ and $\varepsilon_0=15.5$. The polaron energy is $-1.0177\times0.05=-0.0509$ eV.

As rough values for real materials, $\alpha$ is below about 0.1 in GaAs, InAs and InSb and a few units in alkali halides; the example lies between. Its ratio $\varepsilon_0/\varepsilon_\infty\approx3$ follows from the choice $\alpha=1$ and is not fitted to any material. Real crystals also break the model's assumption of unlimited phonon momenta. For a cell of 50 cubic angstrom, a sphere with the volume of the Brillouin zone has radius 1.058 per angstrom, or $K=29.2$ in scaled units. The first-order binding from beyond it is

$$0.05\times\frac{\sqrt2}{\pi}\int_K^\infty\frac{dq}{1+q^2/2}=0.05\times\frac2\pi\arctan\frac{\sqrt2}{K}=0.0015\ \text{eV}.$$

This exceeds the 0.0009 eV gained beyond $-\alpha$ and amounts to 0.03 in units of $\omega$. It is not a correction for a real crystal, because the parabolic band assumed here would reach $0.05\,K^2/2=21$ eV at the zone boundary, and no real band follows it that far. The second and third decimals of $E/\omega$ are thus properties of the continuum model, not predictions for such a crystal, and the band shape at large $q$, discussed below, can reach the first decimal.

At 77 K the phonon occupation is 0.0005, which hardly changes the energy of an electron at rest in this model. At 300 K the occupation is 0.17. Stimulated emission alone would then scale the first-order emission term by 1.17, a change of about 0.008 eV, toward stronger binding. Absorption gives no first-order shift for an electron at rest, because the principal value of $\int_0^\infty dq/(1-q^2/2)$ is zero. It does give the level a finite lifetime, with a half-width of $\alpha$ times the occupation times the phonon energy, also about 0.008 eV. The first-order kinetic energy is $\int_q(q^2/2)/D^2=\int_q(1/D-1/D^2)=\alpha/2$ at $z=0$, or 0.025 eV. For a gap of 3 eV its ratio to the gap is 0.008. This small ratio does not prove that nonparabolic corrections are small. The leading one involves the mean square of the kinetic energy, $\int_q(q^2/2)^2/D^2$, whose integrand tends to a constant at large $q$. The integral diverges in the continuum model, so the correction depends on the short waves. As a measure of the sensitivity only, take the two-band dispersion $\epsilon(1+\epsilon/E_g)=q^2/2$ with this gap and leave the coupling unchanged. Compared with the parabolic band at the same cutoff, the first-order binding grows by 0.003 eV for a cutoff $K/2$ and by 0.005 eV for a cutoff $K$, that is by 0.06 and 0.10 in units of $\omega$.

The full numerical output follows.

## Computed results

```
coupling alpha: 1.0
guide mu (hbar omega): -1.0
longest time (1/omega): 15.0
walkers: 2000  updates per walker: 8000
warm-up updates per walker: 800
acceptance of line updates: 0.735
highest order reached: 35  storage limit: 64
weight of order 1, sampled: 0.7098 +- 0.0031
weight of order 1, quadrature: 0.7071
weight of order 2, sampled: 0.6532 +- 0.0033
weight of order 2, quadrature: 0.6495
tau (1/omega), ln G, error, Jensen lower bound:
   1.25   0.8538 0.0044   0.8453
   3.25   2.7934 0.0058   2.7598
   5.25   4.8142 0.0090   4.7511
   8.25   7.8680 0.0111   7.7500
  11.25  10.9229 0.0132  10.7500
  14.25  13.9826 0.0129  13.7500
fit window starts at (1/omega): 5.0
E from slope (hbar omega): -1.0182 +- 0.0009
E from local rate (hbar omega): -1.0173 +- 0.0009
E, mean of both (hbar omega): -1.0177 +- 0.0009
shift of E, window from 7.0: -0.0004 +- 0.0003
first-order finite-time bias of rate (hbar omega): 0.00015
quasiparticle weight Z: 0.5898 +- 0.0059
Sigma2(0) (hbar omega): 0.515920
grid shift of Sigma2(0) (hbar omega): -8.6e-10
E, series through alpha^2 (hbar omega): -1.01589
ln Z, sampled: -0.5279 +- 0.0099
ln Z, series through alpha^2: -0.5231
phonon energy (eV): 0.05  band mass (m_e): 0.2
eps_inf: 5.0  static eps from alpha: 15.52
length unit 1/sqrt(m omega) (angstrom): 27.60
polaron energy (eV): -0.05089 +- 0.00004
energy beyond -alpha (eV): -0.00089
cell volume (angstrom^3): 50.0
zone-sphere radius (1/angstrom): 1.058
binding lost by finite zone, first order (eV): 0.00154
phonon occupation at 77 K: 5.34e-04
phonon occupation at 300 K: 1.69e-01
kinetic energy, first order (eV): 0.0250
kinetic energy / gap of 3.0 eV: 0.0083
```
